The Kubo-Transformed Correlation Function: Reality, Time Symmetry and Spectral Factor

**1. What symmetry fixes in advance**

A quantum thermal correlation function is in general complex, whereas a classical one is real. The Kubo transform replaces the quantum function by a real one, and its autocorrelation is even in time, like a classical autocorrelation in equilibrium. Evenness, combined with the ratio of thermal populations and one assumption about the form of the relation, already constrains how the two spectra are related.

Suppose the spectrum of the new function is the standard spectrum multiplied by a factor that does not depend on the system. Both functions have the dimension of the product of the two observables, so the factor is dimensionless. The quantities left to build it from are the inverse temperature β = 1/(k_B T), ħ and the frequency ω, and they enter through

u = βħω. (1)

Call the factor g(u). In the standard autocorrelation spectrum, the lines at ω and −ω join the same two levels in opposite directions. They have the same squared matrix element, but the line at −ω starts from the upper level, whose population is smaller by e^{−u}. If multiplication by g is to make the two lines equal, then g(−u) e^{−u} = g(u), or

g(−u) = e^{u} g(u). (2)

Setting g(u) = e^{−u/2} s(u) turns (2) into s(−u) = s(u). Symmetry therefore fixes the factor up to an even function s. A definition is needed to choose s, and the Kubo definition will give s(u) = sinh(u/2)/(u/2).

**2. Definitions and conditions**

Let H be a Hermitian Hamiltonian with discrete levels E_n, eigenstates |n⟩ and finite partition function Z = Tr e^{−βH}. Let A and B be Hermitian, with finite thermal averages ⟨A²⟩ and ⟨B²⟩, where ⟨X⟩ = Z⁻¹ Tr[e^{−βH} X]. The time-dependent operator is

B(t) = e^{iHt/ħ} B e^{−iHt/ħ}. (3)

The standard function is

C_AB(t) = Z⁻¹ Tr[e^{−βH} A B(t)], (4)

and the Kubo-transformed function is

K_AB(t) = (βZ)⁻¹ ∫₀^β dλ I_λ(t),
I_λ(t) = Tr[e^{−(β−λ)H} A e^{−λH} B(t)]. (5)

At λ = 0 the integrand divided by Z is C_AB(t). As λ grows, part of the Boltzmann operator moves from one side of A to the other, and K averages over all divisions with equal weight. The same average can be read as one over imaginary time. Since H commutes with its own exponentials, cyclicity of the trace gives

I_λ(t) = Tr[e^{−βH} A e^{−λH} B(t) e^{λH}] = Z C_AB(t + iħλ), (6)

because replacing t by t + iħλ in (3) multiplies e^{iHt/ħ} by e^{−λH} and e^{−iHt/ħ} by e^{λH}.

The stated conditions also justify the interchanges of sum and integral made below. In the energy basis, the terms of I_λ have magnitudes e^{−(β−λ)E_m−λE_n} |A_mn||B_nm|. The exponential function is convex, so

e^{−(β−λ)E_m−λE_n} ≤ (1−λ/β) e^{−βE_m} + (λ/β) e^{−βE_n}. (7)

By the Cauchy–Schwarz inequality, the sum of e^{−βE_m}|A_mn||B_nm| is at most Z(⟨A²⟩⟨B²⟩)^{1/2}. The sum with e^{−βE_n} has the same bound, since |A_mn| = |A_nm| and likewise for B. The double sum thus converges absolutely, with a bound independent of λ and t.

**3. The function is real**

The complex conjugate of a trace is the trace of the adjoint. Taking the adjoint reverses the order of the factors, and each factor in I_λ is Hermitian:

I_λ(t)* = Tr[B(t) e^{−λH} A e^{−(β−λ)H}]. (8)

Moving B(t) cyclically to the end gives

I_λ(t)* = Tr[e^{−λH} A e^{−(β−λ)H} B(t)] = I_{β−λ}(t). (9)

The last equality is the definition (5) with λ and β−λ exchanged. An individual integrand need not be real, but conjugation maps it onto another member of the same family. Integrating and substituting λ′ = β−λ,

K_AB(t)* = (βZ)⁻¹ ∫₀^β dλ I_{β−λ}(t)
= (βZ)⁻¹ ∫₀^β dλ′ I_{λ′}(t) = K_AB(t). (10)

Hence K_AB(t) is real for any two Hermitian observables satisfying the conditions above. Hermiticity matters: replacing A by iA makes K imaginary.

**4. When the function is even**

In I_λ(−t), write out B(−t) = e^{−iHt/ħ} B e^{iHt/ħ}. Move the last exponential cyclically to the front, then pass both time exponentials through the Boltzmann factors, with which they commute. They then surround A:

I_λ(−t) = Tr[e^{−(β−λ)H} A(t) e^{−λH} B]. (11)

A cyclic shift of the first two factors to the end gives

I_λ(−t) = Tr[e^{−λH} B e^{−(β−λ)H} A(t)]. (12)

This is the integrand of K_BA(t) at the parameter β−λ. Integration over λ, with the same substitution as in (10), yields

K_AB(−t) = K_BA(t). (13)

For B = A this becomes

K_AA(−t) = K_AA(t). (14)

The autocorrelation is thus even without any assumption of time-reversal symmetry. For two different observables, (13) relates two different functions, and evenness needs a further condition.

Let Θ be an antiunitary time-reversal operator that commutes with H, and let the observables have definite signatures ε_A and ε_B, each +1 or −1:

ΘAΘ⁻¹ = ε_A A, ΘBΘ⁻¹ = ε_B B. (15)

An antiunitary operator maps an orthonormal basis |n⟩ onto another orthonormal basis and conjugates inner products. The diagonal element of ΘXΘ⁻¹ in the state Θ|n⟩ is therefore ⟨n|X|n⟩*, and summing over n gives

Tr[ΘXΘ⁻¹] = (Tr X)*. (16)

Apply this to the operator inside I_λ(t). The real exponentials of H are unchanged. The imaginary ones have i replaced by −i, so B(t) becomes ε_B B(−t). Therefore

I_λ(t)* = ε_A ε_B I_λ(−t). (17)

Integrating over λ and using the reality of K gives K_AB(t) = ε_A ε_B K_AB(−t), or, since (ε_A ε_B)² = 1,

K_AB(−t) = ε_A ε_B K_AB(t). (18)

Equal signatures give an even function and opposite signatures an odd one. For a spinless particle in a real potential, Θ is complex conjugation in the position representation. Position then has signature +1 and momentum −1, so the position–momentum function is odd. If there is no such Θ, as can happen in a magnetic field, a cross function may be neither even nor odd.

**5. The spectral factor**

Insert complete sets of energy eigenstates into (4) and define ω_nm = (E_n−E_m)/ħ. The matrix element of (3) is ⟨n|B(t)|m⟩ = B_nm e^{iω_nm t}, so

C_AB(t) = Z⁻¹ Σ_mn e^{−βE_m} A_mn B_nm e^{iω_nm t}. (19)

The same insertion in (5) gives the thermal weight

e^{−(β−λ)E_m} e^{−λE_n} = e^{−βE_m} e^{−λħω_nm}. (20)

For a pair of levels with ω_nm ≠ 0, the λ average is

β⁻¹ ∫₀^β dλ e^{−λħω_nm}
= β⁻¹ [−e^{−λħω_nm}/(ħω_nm)]₀^β
= (1−e^{−βħω_nm})/(βħω_nm). (21)

If the energies are equal, the integrand is 1 and so is its average. Both cases are contained in

g(u) = (1−e^{−u})/u, g(0) = 1, (22)

which is continuous at u = 0 because 1−e^{−u} = u−u²/2+… . Thus

K_AB(t) = Z⁻¹ Σ_mn e^{−βE_m} g(βħω_nm) A_mn B_nm e^{iω_nm t}. (23)

Define the Fourier transform of a function f by

f̃(ω) = ∫ dt e^{−iωt} f(t), (24)

with the integral over all real times. Each exponential in (19) and (23) becomes 2πδ(ω−ω_nm). The delta function allows g(βħω_nm) to be replaced by g(βħω), which no longer depends on the pair of levels and can be taken outside the sum:

K̃_AB(ω) = [(1−e^{−βħω})/(βħω)] C̃_AB(ω). (25)

This is the required relation. It does not use the Hermiticity of A and B, which was needed for reality. It does use the thermal state: the weights e^{−βE_m} and e^{−βE_n} differ by a factor that depends on the energy difference alone. For a continuous spectrum, (25) is understood as the limit of discrete spectra, for instance those of a system in a growing box, when the limiting spectra exist.

The sign of ω belongs to the conventions. With (4) and (24), a line at positive ω starts from the lower level m and ends on the upper level n, so it describes absorption. If the time is placed on the first operator, ⟨A(t)B⟩ = C_AB(−t), and the spectrum is reflected. Its factor with the same transform (24) is g(−βħω) = (e^{βħω}−1)/(βħω). Changing the sign in the Fourier kernel instead has the same effect, and making both changes restores g(βħω).

The relation agrees with the symmetry argument. Reversing ω in the spectrum of (19) and exchanging the names m and n replaces e^{−βE_m} by e^{−βE_n} = e^{−βħω} e^{−βE_m}, so

C̃_AB(−ω) = e^{−βħω} C̃_BA(ω). (26)

From (22), g(−u) = (e^{u}−1)/u = e^{u} g(u), which is (2). For A = B the two exponentials cancel and K̃_AA(−ω) = K̃_AA(ω). Also,

g(u) = e^{−u/2} sinh(u/2)/(u/2), (27)

which displays the even function left open in Section 1.

**6. Limits and physical meaning**

For |u| ≪ 1,

g(u) = 1 − u/2 + u²/6 − … . (28)

The two spectra agree when ħ|ω| is small compared with k_B T. For large positive u, g(u) approaches 1/u. For large negative u it grows as e^{|u|}/|u|, but the standard line it multiplies starts from a sparsely populated upper level. The product stays finite, as the weight of a single autocorrelation line shows. With p_m = e^{−βE_m}/Z, this weight in K_AA is

|A_mn|² (p_m−p_n)/[β(E_n−E_m)] for E_n ≠ E_m, (29)

which is unchanged when m and n are exchanged. In a numerical conversion the growth still matters, because noise in C̃ at large negative ω is amplified by g.

The time origin shows how the transform reduces quantum fluctuations. For a pair of lines at ±ω, let the upward line have weight w in C_AA. The pair contributes w(1+e^{−u}) to C_AA(0) and 2w g(u) to K_AA(0). The ratio is

w(1+e^{−u})/[2w g(u)] = (u/2) coth(u/2) ≥ 1, (30)

because tanh y ≤ y for y ≥ 0. Terms with equal energies contribute equally to both functions. Hence K_AA(0) ≤ C_AA(0).

A harmonic oscillator of mass m and frequency ω₀ gives a closed case. Put u₀ = βħω₀ and let n̄ = 1/(e^{u₀}−1) be the mean quantum number. The squared position matrix element between levels n and n+1 is (n+1)ħ/(2mω₀). Its thermal average gives the upward line the weight (n̄+1)ħ/(2mω₀), and the downward line has n̄ħ/(2mω₀). Since n̄+1 = 1/(1−e^{−u₀}), the Kubo factors give

(n̄+1) g(u₀) = 1/u₀, n̄ g(−u₀) = 1/u₀. (31)

The two lines become equal, and their exponentials add to a cosine:

K_xx(t) = [ħ/(2mω₀)](2/u₀) cos ω₀t = cos(ω₀t)/(βmω₀²). (32)

This is the classical result at any temperature, since a classical oscillator has ⟨x²⟩ = 1/(βmω₀²) and no correlation between initial position and momentum. The agreement has been shown here for the position of a harmonic oscillator; it is not a general property of K.

The Kubo function is also what linear response measures. Differentiating (23) brings down iω_nm, which cancels the denominator of g:

dK_AB/dt = (i/βħ) Z⁻¹ Σ_mn (e^{−βE_m}−e^{−βE_n}) A_mn B_nm e^{iω_nm t}. (33)

The differentiated sum converges uniformly by the bounds of Section 2. Its first part is ⟨AB(t)⟩ and its second is ⟨B(t)A⟩, so

dK_AB/dt = (i/βħ) ⟨[A,B(t)]⟩. (34)

The thermal commutator governs the first-order response of B to a disturbance coupled to A.

For the static response, let a constant force f change H to H_f = H − fA. Differentiation gives

d/dλ (e^{λH} e^{−λH_f}) = e^{λH}(H−H_f)e^{−λH_f} = f e^{λH} A e^{−λH_f}. (35)

Integrate from 0 to β, multiply from the left by e^{−βH}, and replace H_f by H in the term already proportional to f:

e^{−βH_f} = e^{−βH} + f ∫₀^β dλ e^{−(β−λ)H} A e^{−λH} + O(f²). (36)

Here the perturbation is assumed to admit this expansion. Multiplying by A and taking the trace gives Z[⟨A⟩+fβK_AA(0)] to first order. The trace of (36) itself gives the new partition function Z[1+fβ⟨A⟩]. Dividing the first by the second and keeping first order in f,

d⟨A⟩/df = β[K_AA(0)−⟨A⟩²] = βK_δAδA(0), δA = A−⟨A⟩, (37)

at f = 0. The variance in the classical formula for static response is replaced by the Kubo function at time zero, not by C_δAδA(0).

In rate theory the value g(0) = 1 has a direct use. Suppose a rate constant is obtained from the time integral of a flux autocorrelation function, in the continuum limit described after (25). Suppose also that the flux operator has finite ⟨F²⟩, as Section 2 requires (a flux through a sharp dividing surface must be smoothed for this), and that both integrals below converge. Then (25) at ω = 0 gives

∫ dt K_FF(t) = ∫ dt C_FF(t), (38)

where F is the flux operator. The two functions differ at finite times but give the same rate. The normalization needs care. For a particle crossing a localized surface in a box of length L, Z grows as L, so both functions as normalized in (4) and (5) vanish as 1/L. Equation (38) is then to be read for ZC_FF and ZK_FF, which have finite limits, and the rate constant follows on dividing by the reactant partition function. An approximate dynamics that produces a real, even function can then be matched to K. If the standard spectrum is wanted, the approximate K̃ is divided by g; this restores detailed balance but does not remove errors of the dynamics.

**7. An anharmonic oscillator**

Consider a model particle in Hartree atomic units, with mass m = 2000 and potential

V(x) = ½mω₀²x² − 0.015x³ + 0.005x⁴, ω₀ = 0.005, (39)

at 600 K, where β = 526.292 per hartree. The parameters describe no particular material. Subtracting the mean position 0.05207 a₀ gives δx = x−⟨x⟩.

The lowest gap is 0.0048374 hartree (1061.7 cm⁻¹), so u = 2.5459. The populations of the two lowest levels give

e^{−u} = 0.07222/0.92117 = 0.0784. (40)

The spectral factor for absorption is then

g(u) = (1−0.0784)/2.5459 = 0.3620, (41)

and for the reverse line g(−u) = 0.3620/0.0784 = 4.617. The standard weights are 0.046819 a₀² upward and 0.0036708 a₀² downward. Multiplication gives

0.046819 × 0.3620 = 0.01695 a₀²,
0.0036708 × 4.617 = 0.01695 a₀². (42)

The unequal pair has become an equal pair, as evenness requires. In the numerical test, the Kubo weights were obtained by integrating over λ, and their ratios to the standard weights agreed with g for all six lines listed.

At t = 300 atomic units, or 7.257 fs, the standard function is 0.007725 + 0.050637i a₀². At −300 its imaginary part changes sign. The Kubo function is 0.005567 a₀² at both times. Most of the large imaginary part has a simple source: the phase of the main line is 0.0048374 × 300 = 1.451, close to π/2, so its cosine is small and its sine is near one. The two main lines of C have unequal weights, and their sine terms do not cancel; in K they do. This pair gives (0.046819 − 0.0036708) × sin 1.451 = 0.0428 a₀², about 85 per cent of the imaginary part. The pair joining levels 1 and 2 adds 0.0067 a₀² in the same way. The position–momentum function is −0.38486ħ at +300 and +0.38486ħ at −300, odd as (18) predicts.

At time zero,

C_δxδx(0) = 0.060894 a₀², K_δxδx(0) = 0.041078 a₀². (43)

Their ratio is 1.482. Equation (30) gives 1.490 for the main pair alone, which supplies 2 × 0.01695 = 0.0339 a₀² of K(0), about 83 per cent. The classical variance in the same potential is 0.040871 a₀². K(0) lies 0.5 per cent above it and C(0) 49 per cent above it. The small remaining difference shows that the classical identity (32) does not carry over unchanged to this anharmonic potential.

Equation (37) offers a separate check. The static response found by applying small forces of both signs is 21.619 a₀² per hartree. The Kubo value is 526.292 × 0.041078 = 21.619 in the same unit.

**8. A case without definite signatures**

The oscillator test does not show how evenness fails for a general cross function, since the observables used have definite signatures. A second test used a five-level Hamiltonian and two unrelated random Hermitian observables, with ħ = 1, β = 0.7 and levels 0, 1, 4, 9 and 11. An antiunitary operator commuting with H exists here too, namely complex conjugation in the energy eigenbasis. However, the random observables are neither real nor imaginary in that basis, so they do not satisfy (15) with it. Over the 32 sampled times, the largest imaginary part of K_AB was 3.1 × 10⁻¹⁶, at the level of rounding, but K_AB(t) and K_AB(−t) differed by up to 0.8718. The reflection law (13) and the evenness of K_AA passed their tests.

Since the level differences are integers, the correlation functions repeat after a time 2π, and a discrete Fourier transform over one period separates the frequencies. At ω = 1, where u = 0.7, the ratio of the transforms was 0.719164, equal to (1−e^{−0.7})/0.7 to the digits given. At ω = −1 it was 1.448218. The spectral factor therefore holds for this cross function although evenness does not: (25) rests on the thermal weights, while (18) was derived from a time-reversal operator under which both observables have definite signatures. That condition is sufficient, not necessary: for B = 2A + H the cross function is 2K_AA(t) plus the constant ⟨AH⟩, and it is even by (14) whatever the Hermitian A. The numerical output follows.

Computed values

```
FIVE-LEVEL MODEL (hbar = 1, dimensionless)
levels: [ 0.  1.  4.  9. 11.]  beta: 0.7
largest |Im K_AB|: 3.1e-16
largest |Im C_AA|: 1.6153
largest |K_AB(t)-K_AB(-t)|: 0.8718
omega -4: K/C from transform 5.515945, g 5.515945
omega -1: K/C from transform 1.448218, g 1.448218
omega +0: K/C from transform 1.000000, g 1.000000
omega +1: K/C from transform 0.719164, g 0.719164
omega +4: K/C from transform 0.335425, g 0.335425
OSCILLATOR (atomic units unless stated)
mass 2000, omega0 0.005, cubic -0.015, quartic 0.005
T 600 K, kT 0.001900 Eh, beta 526.292 1/Eh
E0 0.0024782 Eh, population 0.92117
E1 0.0073156 Eh, population 0.07222
E2 0.0120312 Eh, population 0.00604
gap E1-E0 0.0048374 Eh = 1061.7 cm^-1
beta*(E1-E0) 2.5459
mean x 0.05207 a0
Lines m->n: omega (Eh/hbar), C weight, K weight (a0^2), K/C
0->1: +0.004837  4.6819e-02  1.6948e-02  0.36200
1->0: -0.004837  3.6708e-03  1.6948e-02  4.61702
1->2: +0.004716  7.4270e-03  2.7425e-03  0.36925
2->1: -0.004716  6.2086e-04  2.7425e-03  4.41721
0->2: +0.009553  3.8441e-04  7.5957e-05  0.19760
2->0: -0.009553  2.5195e-06  7.5957e-05  30.14814
zero-frequency weight, C and K: 7.1401e-04, 7.1401e-04 a0^2
t (hbar/Eh): Re C, Im C, K for delta x (a0^2)
+0: +0.060894 +0.000000 +0.041078
+300: +0.007725 +0.050637 +0.005567
-300: +0.007725 -0.050637 +0.005567
+600: -0.056679 +0.012399 -0.038021
-600: -0.056679 -0.012399 -0.038021
300 hbar/Eh = 7.257 fs
K_xp(+300) -0.38486 hbar, K_xp(-300) +0.38486 hbar
static response d<x>/df 21.6190 a0^2/Eh
beta*K(0) 21.6190 a0^2/Eh
classical variance of x 0.040871 a0^2
```
